# Pseudomodulation with a Bessel kernel and the strongest Lorentzian first harmonic

## The question

In a continuous-wave EPR spectrometer the magnetic field is swept slowly through resonance while a small oscillating field is added to it. A phase-sensitive detector records the part of the absorption that oscillates with the added field. A weak modulation gives a weak signal proportional to the derivative of the absorption. A very strong one carries the spin system through the whole line in a small part of each cycle, and the signal falls again. Between the two lies a modulation that gives the tallest signal.

Pseudomodulation computes the modulated spectrum from an unmodulated absorption spectrum. It can therefore show the effect of different modulation amplitudes without a new measurement, provided that the record extends beyond the region of interest by more than the modulation amplitude. For a Lorentzian line the tallest first harmonic occurs when the peak-to-peak modulation is $2\sqrt3\approx3.46$ times the peak-to-peak width of the unmodulated derivative. The recorded line is then three times too wide.

## Conventions and assumptions

Let $x$ be the Zeeman energy offset from the line centre. In atomic units the Bohr magneton is $1/2$, so a field offset $B$ gives $x=gB/2$. The modulation replaces $x$ by $x+m\cos\theta$, where $\theta$ is the modulation phase. The amplitude is $m$ and the peak-to-peak modulation is $M=2m$.

The absorption $a(x)$ is assumed to follow the instantaneous field. This requires modulation slow compared with spin relaxation, no saturation, a linear detector and the same $m$ throughout the sample. For a homogeneous line of half width $\gamma$ and modulation angular frequency $\omega$, in atomic units, slow means $\omega\ll\gamma$ when $m$ is of the order of $\gamma$ or smaller. When $m\gg\gamma$ the field stays near the line at a turning point only for a time of order $\sqrt{\gamma/m}/\omega$, which must exceed $1/\gamma$, so the stricter condition $\omega^2m\ll\gamma^3$ applies. The detected harmonics are

$$a_n(x)=\frac{c_n}{2\pi}\int_0^{2\pi}a(x+m\cos\theta)\cos n\theta\,d\theta, \tag{1}$$

with $c_0=1$ and $c_n=2$ for $n\ge1$. These are the coefficients of the cosine series of the signal. A detector with another gain multiplies all heights by a constant and leaves the optimum unchanged.

## From the cycle average to the kernel

Define the Fourier transform by

$$A(k)=\int_{-\infty}^{\infty}a(x)e^{-ikx}\,dx.$$

For a fixed shift $q$, the substitution $y=x+q$ gives

$$\int a(x+q)e^{-ikx}dx=e^{ikq}\int a(y)e^{-iky}dy=e^{ikq}A(k).$$

With $q=m\cos\theta$, the transform of (1) is

$$A_n(k)=A(k)\,\frac{c_n}{2\pi}\int_0^{2\pi}e^{ikm\cos\theta}\cos n\theta\,d\theta.$$

The Bessel function of integer order has the integral representation

$$J_n(z)=\frac{i^{-n}}{2\pi}\int_0^{2\pi}e^{iz\cos\theta}\cos n\theta\,d\theta, \tag{2}$$

which may be taken here as its definition. Hence

$$A_n(k)=c_n\,i^n J_n(km)\,A(k). \tag{3}$$

The small-modulation limit fixes the sign and the factor. Expanding the exponential in (2) to first order gives $J_1(z)\approx z/2$, because the average of $\cos^2\theta$ is $1/2$. The first-harmonic kernel becomes $2i(km/2)=ikm$. Since $ik$ represents $d/dx$ in this convention, $a_1\approx m\,da/dx$.

## The scheme

The input is an absorption spectrum at $N$ equally spaced, ascending values of $x$, with spacing $h$.

```
function pseudomodulate(a, h, m, n):
    N = length(a)
    F = real_forward_FFT(a)          # exponent -ikx
    c = 1 if n == 0 else 2
    for j = 0 ... floor(N/2):
        k = 2*pi*j/(N*h)
        F[j] = c * i^n * J(n, k*m) * F[j]
    return real_inverse_FFT(F, N)    # includes the factor 1/N
```

The spacing and the amplitude must be in the same unit. If the library's forward transform uses $e^{+ikx}$, then $i^n$ must be replaced by $(-i)^n$; otherwise odd harmonics change sign. A descending axis also reverses odd harmonics.

The cost is two fast transforms, of order $N\log N$ operations, and about $N/2$ Bessel evaluations. Storage is proportional to $N$. In a scan over $m$ the forward transform is computed once and reused. A direct average with $P$ phases needs $NP$ absorption values, most of them between the samples.

## Closed form for a Lorentzian

Take

$$a(x)=\frac{\gamma^2}{\gamma^2+x^2},$$

where $\gamma$ is the half width at half height and the maximum is 1. With $s=\gamma+ix$,

$$\frac1s=\frac{\gamma-ix}{\gamma^2+x^2},\qquad a(x)=\gamma\,\mathrm{Re}\,\frac1s .$$

Modulation replaces $s$ by $s+im\cos\theta$. The average needed first is

$$I(s)=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{s+im\cos\theta}.$$

Let $s$ be real and positive for the moment. Averaging the integrand with its value at $\theta+\pi$, where the cosine changes sign, gives $s/(s^2+m^2\cos^2\theta)$. The four quarter-cycles contribute equally. With $t=\tan\theta$, so that $\cos^2\theta=1/(1+t^2)$ and $d\theta=dt/(1+t^2)$,

$$I(s)=\frac2\pi\int_0^\infty\frac{s\,dt}{s^2t^2+s^2+m^2}
=\frac2\pi\,\frac{\pi}{2\sqrt{s^2+m^2}}
=\frac1{\sqrt{s^2+m^2}}.$$

Both sides are analytic for $\mathrm{Re}\,s>0$. The denominator $s+im\cos\theta$ cannot vanish there, and $s^2+m^2$ could be zero or a negative real number only for imaginary $s$. The result therefore holds for $s=\gamma+ix$ with the principal square root, which is called $R=\sqrt{s^2+m^2}$.

The first harmonic also contains $\cos\theta$. From

$$\frac{\cos\theta}{s+im\cos\theta}=\frac1{im}\left(1-\frac{s}{s+im\cos\theta}\right)$$

the average is $(1-s/R)/(im)$. Multiplying by $2\gamma$ and taking the real part, with $1/i=-i$ and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, gives

$$a_1(x)=\frac{2\gamma}{m}\,\mathrm{Im}\left(1-\frac sR\right)=-\frac{2\gamma}{m}\,\mathrm{Im}\frac sR. \tag{4}$$

## Peak position and width

Since $ds/dx=i$ and

$$\frac{d}{ds}\frac sR=\frac1R-\frac{s^2}{R^3}=\frac{m^2}{R^3},$$

the slope of the first harmonic is

$$\frac{da_1}{dx}=-\frac{2\gamma}{m}\,\mathrm{Im}\frac{im^2}{R^3}=-2\gamma m\,\mathrm{Re}\,R^{-3}.$$

Write $R^2=\gamma^2+m^2-x^2+2i\gamma x=|R|^2e^{i\varphi}$. For $x>0$ the imaginary part is positive, so $0<\varphi<\pi$. The slope vanishes when $\cos(3\varphi/2)=0$. As $3\varphi/2$ lies between $0$ and $3\pi/2$, the one solution is $\varphi=\pi/3$. The ratio of imaginary to real part is then $\sqrt3$:

$$2\gamma x=\sqrt3(\gamma^2+m^2-x^2).$$

The positive root of this quadratic equation is

$$x_p=\frac{\sqrt{4\gamma^2+3m^2}-\gamma}{\sqrt3}. \tag{5}$$

The first harmonic is zero at $x=0$ and tends to zero at large $x$, so this single stationary point is the extremum of largest magnitude on the positive side. Because $a$ is even, replacing $\theta$ by $\pi-\theta$ in (1) shows that $a_1(-x)=-a_1(x)$. The other extremum is at $-x_p$, and the recorded peak-to-peak width is $W=2x_p$.

For $m\to0$, (5) gives $x_p=\gamma/\sqrt3$. The unmodulated derivative therefore has peak-to-peak width $\Delta=2\gamma/\sqrt3$. Define $u=\sqrt3\,x_p/\gamma$. Then $W=u\Delta$. Since $m/\gamma=(M/\Delta)/\sqrt3$,

$$\frac W\Delta=u=\sqrt{4+\left(\frac M\Delta\right)^2}-1. \tag{6}$$

## The maximum height

At the peak, $|R|^2\sin(\pi/3)=2\gamma x_p$, so

$$|R|^2=\frac{4\gamma x_p}{\sqrt3}=\frac{4\gamma^2u}{3},\qquad R=2\gamma\sqrt{\frac u3}\,e^{i\pi/6}.$$

The numerator required in (4) is

$$\mathrm{Im}\left[(\gamma+ix_p)e^{-i\pi/6}\right]=\frac{\sqrt3\,x_p-\gamma}{2}=\frac{\gamma(u-1)}2 .$$

Therefore

$$a_1(x_p)=-\frac{\sqrt3\,\gamma(u-1)}{2m\sqrt u}.$$

Equation (5) also gives $(u+1)^2=4+3m^2/\gamma^2$, or

$$\frac{m^2}{\gamma^2}=\frac{(u+1)^2-4}{3}=\frac{(u-1)(u+3)}3 .$$

Squaring the peak value and eliminating $m$,

$$|a_1(x_p)|^2=\frac{9}{4}\,\frac{u-1}{u(u+3)}. \tag{7}$$

As $m$ grows from zero, $u$ grows steadily from 1. The derivative of the fraction in (7) has the sign of

$$u(u+3)-(u-1)(2u+3)=-u^2+2u+3=(3-u)(u+1).$$

It is positive for $1<u<3$ and negative for $u>3$. The height therefore has one maximum, at $u=3$, where

$$m=2\gamma,\qquad M=4\gamma=2\sqrt3\,\Delta,\qquad W=3\Delta. \tag{8}$$

There $|a_1(x_p)|^2=(9/4)(2/18)=1/4$. Each lobe has height $1/2$, and the peak-to-peak height equals the maximum of the original absorption.

## Weak and strong modulation

For weak modulation the height follows from the derivative

$$\frac{da}{dx}=-\frac{2\gamma^2x}{(\gamma^2+x^2)^2}.$$

Its magnitude at $x=\gamma/\sqrt3$ is $3\sqrt3/(8\gamma)$. The linear estimate of the peak-to-peak height is twice this value times $m$. With $m=(M/\Delta)\gamma/\sqrt3$ it becomes $\tfrac34M/\Delta$.

For $m\gg\gamma$, (5) gives $x_p\approx m-\gamma/\sqrt3$ and $u\approx\sqrt3\,m/\gamma$. Equation (7) then gives

$$|a_1(x_p)|\approx\frac32\sqrt{\frac{\gamma}{\sqrt3\,m}} .$$

The extrema lie where the line sits close to a turning point of the modulation. Near that point $m(1-\cos\theta)\approx m\theta^2/2$, so the field stays within about $\gamma$ of it for a phase interval proportional to $\sqrt{\gamma/m}$. This accounts for the slow inverse-square-root decline.

## Worked example

Consider a model line with $\gamma=1.0\times10^{-8}$ eV. Its derivative width is

$$\Delta=\frac{2(1.0\times10^{-8})}{\sqrt3}=1.155\times10^{-8}\ \text{eV}.$$

The absorption was sampled at 16384 points with a spacing of $2.5\times10^{-10}$ eV, or $\gamma/40$. Each Fourier output was interpolated with a cubic spline to locate its extrema, and the height was maximized numerically over $m$. The maximum came at $m=2.000\,\gamma$ and $M=3.464\,\Delta$, with height 1.0000 and width $3.000\,\Delta$, as (8) requires. Hence

$$M=2(2.0\times10^{-8})=4.0\times10^{-8}\ \text{eV}.$$

Converted with $B=M/(g\mu_B)$, where $\mu_B$ is the Bohr magneton, and the free-electron value $g=2.0023$, this is a peak-to-peak field of 0.345 mT.

The same procedure at fixed modulation gives the following heights, in units of the absorption maximum.

| $M/\Delta$ | Height | Linear estimate | $W/\Delta$ |
|---:|---:|---:|---:|
| 0.100 | 0.0749 | 0.0750 | 1.002 |
| 0.500 | 0.358 | 0.375 | 1.062 |
| 1.000 | 0.637 | 0.750 | 1.236 |
| 2.000 | 0.919 | 1.500 | 1.828 |
| 3.464 | 1.000 | 2.598 | 3.000 |
| 6.928 | 0.905 | 5.196 | 6.211 |

At $M=\Delta$ the signal already has 64% of its greatest height, with 24% broadening. At $M=2\Delta$ it has 92%, with 83% broadening. The last 8% of height is bought with a large loss of resolution. The optimum is useful for detecting an isolated weak line when the noise does not depend on the modulation; it is a poor setting for resolving neighbouring lines.

The last row shows what happens if $3.464\,\Delta$ is entered as the amplitude $m$ instead of the peak-to-peak value $M$. The height falls by only 9% from its maximum, but the width more than doubles. Height alone is therefore a weak warning of this error.

The factor $2\sqrt3$ belongs to the Lorentzian. For a Gaussian $e^{-x^2/(2\sigma^2)}$, the derivative is extremal at $x=\pm\sigma$, so $\Delta=2\sigma$. The same numerical maximization gives $M=1.86\,\Delta$.

## Stability and failure modes

**Noise.** By (2), the numbers $i^nJ_n(z)$ are the Fourier coefficients of $e^{iz\cos\theta}$, whose squared magnitude is 1. Parseval's theorem makes the sum of $|J_n|^2$ over all positive and negative $n$ equal to 1. The orders $n$ and $-n$ contribute equally, so $|J_n|\le1/\sqrt2$ for $n\ge1$. The kernel in (3) thus has magnitude at most $\sqrt2$, and the transform cannot raise the root-mean-square noise by more than that factor. A spectral derivative multiplied by $m$ has a kernel that grows to $\pi m/h$ at the highest sampled frequency.

**Window edges.** The discrete transform treats the window as one period of a repeating spectrum. The modulation reaches a distance $m$, so output within $m$ of an edge uses data from the opposite end. As an example, a line was placed at $10\gamma$ in a window from $-20\gamma$ to $20\gamma$, with $h=0.05\gamma$ and $m=2\gamma$. Compared with the direct cycle average of the unrepeated line, the largest error within $m$ of an edge was $8.3\times10^{-3}$ of the absorption maximum. More than $m+\gamma$ from both edges it was $4.1\times10^{-6}$.

The scheme applies (3) to each discrete Fourier mode, so its output is the exact cycle average of the trigonometric interpolant of the samples. More than $m$ from both edges this average uses only points inside the window, and the error is the average of the interpolant minus the true line. Undersampling of the line itself is negligible here, since the factor $e^{-\pi\gamma/h}$ derived below is $e^{-20\pi}$. What remains comes from the mismatch of the ends: the repeated data jump from about $1/101$ to $1/901$, and the interpolant of such a jump ripples between the samples. The edge strips should be discarded. The jump itself can be removed by subtracting a straight line $\alpha+\beta x$ that makes the repeated data continuous. By (1), that line contributes the constant $\beta m$ to the first harmonic, which is added back afterwards. In the example this lowers the error more than $m+\gamma$ from both edges to below $3\times10^{-8}$. Within $m$ of an edge the error stays near $3\times10^{-3}$, because the average there still uses data from the opposite end, so the strips must be discarded in any case.

**Sampling.** For a Lorentzian,

$$a(x)=\gamma\,\mathrm{Re}\int_0^\infty e^{-(\gamma+ix)k}dk=\gamma\int_0^\infty e^{-\gamma k}\cos kx\,dk,$$

so its spectrum decays as $e^{-\gamma k}$. At the highest sampled frequency, $k=\pi/h$, the factor is $e^{-\pi\gamma/h}$. With $h=\gamma$ it is still about 0.04, and the line is poorly sampled. A small $h/m$ does not cure a large $h/\gamma$.

**Input already modulated.** The scheme expects absorption. Applying the first-harmonic kernel to a recorded first harmonic gives the product $-4J_1(km_1)J_1(km_2)$, whereas a true second harmonic has the kernel $-2J_2(km)$. For weak modulation these become $-k^2m_1m_2$ and $-k^2m^2/4$, so both results have the shape of the second derivative and only their scale factors generally differ. At larger modulation their shapes generally differ as well.

**Inferring the width.** Equation (6) can be written $(W+\Delta)^2=4\Delta^2+M^2$, which gives

$$\Delta=\frac{W\pm\sqrt{4W^2-3M^2}}3 .$$

The upper sign applies for $M<2\sqrt3\,\Delta$ and the lower for $M>2\sqrt3\,\Delta$. At the height optimum the square root vanishes, so a small error in $W$ produces a much larger error in $\Delta$. An intrinsic width should be determined from a record with weaker modulation.
